Thermal electron mobility in helium and its first field correction

**The decision**

A fluid calculation of electrons in helium needs a mobility μ. One may insert a single constant for μN, with N the atom density, or one must let μN vary with the reduced field E/N and solve for the electron energies. The constant is justified if the field barely disturbs the thermal distribution. The estimate therefore needs two parts: the zero-field value, and the first correction that tells when to abandon it.

**Assumptions and small parameters**

Electrons of mass m and charge −e move among atoms of mass M at temperature T. Collisions are elastic and binary; ions and electron-electron collisions are left out at first. The force F = eE points along z, opposite to the field, so the drift speed w = μE is positive.

If χ is the deflection angle, a collision removes on average the fraction 1 − cos χ of the forward momentum. This defines the momentum-transfer cross section and collision rate:

s = ∫ (1 − cos χ) dσ,  ν = N s v.

We take s independent of the speed v. Two dimensionless numbers measure the field:

δ = eE/(N s kT),  h = (M/6m) δ².

The first compares the energy gained over one free path with kT, and will measure the anisotropy of the distribution. The second will measure heating. Because M/m is large, h can matter while δ is still tiny.

**Leading order: the drift**

Write the velocity distribution, normalized to one electron, as

f = f₀(v) + f₁(v) cos θ,

where θ is the angle from z. In the steady state, acceleration balances collisions. For this balance the atoms may be treated as fixed, since recoil corrections are of order m/M. Collisions leave f₀ alone. For the second part, averaging over the azimuth of scattering turns cos θ into cos θ cos χ, so loss minus gain is ν f₁ cos θ. Since ∂f₀/∂v_z = cos θ df₀/dv, the terms in cos θ give

(F/m) df₀/dv = −ν f₁,
f₁ = −(F/mν) df₀/dv.

This is positive because f₀ falls with speed. For a Maxwell distribution df₀/dv = −(mv/kT) f₀, hence f₁/f₀ = Fv/(νkT) = δ. For this thermal distribution, dropping higher angular terms requires δ ≪ 1.

The angular average of cos²θ is 1/3, so

w = ∫ v cos θ f d³v = (4π/3) ∫ v³ f₁ dv
  = −(4πF/3mNs) ∫ v² (df₀/dv) dv.  (1)

Inserting the Maxwell slope,

w = (F/3kTNs) ∫ v · 4πv² f₀ dv = F⟨v⟩/(3kTNs).

The mean speed follows from ∫ v³ exp(−mv²/2kT) dv = ½(2kT/m)²:

⟨v⟩ = 4π (m/2πkT)^(3/2) · ½(2kT/m)² = √(8kT/πm).

Dividing w by E and multiplying by N gives

μN = e⟨v⟩/(3kTs).  (2)

At fixed s this falls as T^(−1/2): faster electrons collide more often.

The quick estimate e/(ms⟨v⟩) uses one collision rate for all electrons. Its ratio to (2) is 3kT/(m⟨v⟩²) = 3π/8 = 1.178, so it is 18 percent too high relative to (2).

Diffusion gives an independent route. The coefficient D is one third of the time integral of ⟨v(0)·v(t)⟩. At fixed speed this correlation decays as v² exp(−νt), so D = ⟨v²/ν⟩/3 = ⟨v⟩/(3Ns), and μ = eD/kT returns (2). A random-flight test used the angular law (1 − 0.6 cos χ)/2, for which the total cross section is s/1.2. It gave 2.519×10²⁵ per V m s, against 2.523×10²⁵ from (2). Thus s, not the total cross section, controls the drift.

**How the field changes f₀**

The field pushes electrons outward through a sphere of radius v in velocity space at the rate

J_field = (F/m) v² ∫ f cos θ dΩ = (4πv²/3)(F/m) f₁
  = −(4πv²/3)(F²/m²ν) df₀/dv.

Collisions must return them. In the frame of a heavy atom with velocity V, the electron's speed is unchanged, |v′ − V| = |v − V|. Squaring and cancelling V² gives the energy change

Δε = ½m(v′² − v²) = m V·(v′ − v).

To leading order |v′ − v|² = 2v²(1 − cos χ). Each component of V has variance kT/M, so

⟨Δε²⟩ = (kT/M) · 2m²v²(1 − cos χ).

Since Δv = Δε/(mv), the mean square speed change per unit time is 2νkT/M. Half of this is the diffusion coefficient in speed, νkT/M. Small random steps give a flux with a diffusion term and a friction term:

J_coll = −4πv² [a f₀ + (νkT/M) df₀/dv].

Without a field, the Maxwell distribution must carry no flux, which fixes a = νmv/M. This is the recoil friction. Setting J_field + J_coll = 0 and dividing by 4πv²,

−[νkT/M + F²/(3m²ν)] df₀/dv = (νmv/M) f₀.

Multiply by M/ν, divide by f₀, and use x = mv²/(2kT), for which dx = mv dv/kT:

d ln f₀/dx = −kT/[kT + MF²/(3m²ν²)].

With ν² = N²s² · 2kTx/m, the second term in the bracket is kT·h/x. Therefore

d ln f₀/dx = −x/(x + h) = −1 + h/(x + h),
f₀ ∝ exp(−x)(x + h)^h.  (3)

**The first correction**

In (1), v² is proportional to x, and the normalization integral ∫ v² f₀ dv is proportional to ∫ √x f₀ dx. Hence μN is proportional to

R(h) = ∫ [x²/(x + h)] f₀ dx / ∫ √x f₀ dx,

with integrals from 0 to ∞ and the same constant in f₀ above and below. At h = 0, R = 1/Γ(3/2).

For small h, use

x²/(x + h) = x − h + h²/(x + h),
(x + h)^h = 1 + h ln x + smaller terms.

To first order the numerator is

1 − h + h ∫ x ln x e^(−x) dx = 1 − h + h(1 − γ) = 1 − γh.

Here integration by parts gives ∫ (ln x + 1)e^(−x) dx = 1 − γ, with γ Euler's constant. The denominator is Γ(3/2)[1 + hψ(3/2)], where ψ is the logarithmic derivative of Γ. To find ψ(3/2), differentiate the logarithm of the duplication formula Γ(z)Γ(z + ½) = 2^(1−2z)√π Γ(2z) at z = ½:

ψ(½) + ψ(1) = −2 ln 2 + 2ψ(1).

With ψ(1) = −γ this gives ψ(½) = −γ − 2 ln 2. The recurrence ψ(z + 1) = ψ(z) + 1/z then gives ψ(3/2) = 2 − γ − 2 ln 2. Subtracting the two first-order terms, γ cancels:

μ(h)/μ(0) = 1 − 2(1 − ln 2)h + …  (4)

The coefficient is 0.614. The largest omitted term comes from h² ∫ e^(−x)/(x + h) dx, which behaves as h² ln(1/h). It is positive, so for small h formula (4) overstates the loss.

The mean energy follows in the same way:

⟨x⟩ = (3/2)[1 + h(ψ(5/2) − ψ(3/2))] = 3/2 + h,

because the difference of the two ψ values is 2/3. A Maxwell distribution with this mean energy would have temperature T(1 + 2h/3), and by (2) its mobility would fall by h/3. The actual loss is 0.614h; the rest comes from the changed shape of the distribution.

**The opposite limit**

For h ≫ 1, the important energies satisfy x ≪ h, and (3) becomes f₀ ∝ exp(−x²/2h). Put x = √(2h) y. The numerator of R is

(1/h)(2h)^(3/2) ∫ y² e^(−y²) dy = (2h)^(1/2) √π/2,

and the denominator is

(2h)^(3/4) ∫ √y e^(−y²) dy = (2h)^(3/4) Γ(3/4)/2.

Dividing, and using R(0) = 2/√π,

μ(h)/μ(0) ≈ [π/(2Γ(3/4))](2h)^(−1/4) = 1.08 h^(−1/4).  (5)

Since h varies as E², the mobility then falls as E^(−1/2) at fixed N, T and s.

A collision simulation with moving atoms tested one case between the limits. It used h = 1 and M/m = 100, the latter to shorten energy relaxation. There (3) is e^(−x)(x + 1), which gives a mean energy of 2.100 kT and μ(h)/μ(0) = 0.8. The simulation gave 2.108 kT, and a drift of 0.1046 √(kT/m) against the predicted 0.1042.

**A helium drift tube**

Take rough typical conditions: 300 K, 100 Torr, E/N = 0.005 Td (1 Td = 10⁻²¹ V m²), and s = 5.5×10⁻²⁰ m². With kT/e = 0.02585 V and ⟨v⟩ = 1.076×10⁵ m/s,

μN = 1.076×10⁵/(3 × 0.02585 × 5.5×10⁻²⁰)
  = 2.5×10²⁵ per V m s.

The atom density is 3.22×10²⁴ m⁻³, so μ = 7.8×10⁴ cm²/Vs. The field is 0.161 V/cm and the drift speed is 126 m/s, about a thousandth of the thermal speed. At 400 K, with s unchanged, μN would be 2.2×10²⁵ per V m s.

For the correction,

δ = 5×10⁻²⁴/(5.5×10⁻²⁰ × 0.02585) = 3.5×10⁻³,
h = (7296/6) δ² = 0.0150.

Formula (4) predicts a mobility loss of 0.92 percent relative to zero field. Integration of (3) gives 0.85 percent. The logarithmic term, h² ln(1/h) = 0.09 percent, has the right sign and is somewhat larger than the difference; the remaining terms of order h² make up the balance.

A 10 percent loss occurs at 0.022 Td, where h is about 0.30. Formula (4) would place it at h = 0.163, or 0.016 Td. The first correction is thus a cautious warning here, but no longer an accurate value.

**Is the cross section constant?**

The field of a slow electron polarizes the atom, giving a tail −α/(2r⁴) in atomic units. Let A be the scattering length and q = 2k sin(χ/2) the momentum transfer. At large distance the tail acts weakly, and first-order scattering gives its q-dependent amplitude:

α ∫ [sin(qr) − qr]/(qr³) dr = −αq ∫ (y − sin y)/y³ dy = −παq/4.

Two integrations by parts reduce the last integral to ½∫ (sin y)/y dy = π/4. The part independent of q belongs to −A. To first order in k the squared amplitude is therefore A² + (π/2)αAq. With u = sin(χ/2), 1 − cos χ = 2u² and sin χ dχ = 4u du, so

s = 16π ∫₀¹ u³ (A² + παAku) du
  = 4π[A² + (4π/5)αAk].  (6)

For the rough value α = 1.4, matching s = 5.5×10⁻²⁰ m² at energy kT requires A = 1.18. The slope of s/4π in k is then 4.14 by (6). Phase shifts integrated for a hard core plus this tail give, as a finite difference from k = 0, 4.02 at k = 0.004, 4.10 at k = 0.001 and 4.13 at k = 0.00025. The gap closes like k ln k, the order of the next term, so the values approach 4.14.

When s varies, the Maxwell average in (2) becomes ⟨v/s⟩, which weights 1/s by x e^(−x). Compared with a constant s equal to its value at kT, the linear law (6) lowers the mobility by 3.4 percent; the core-plus-tail model lowers it by 2.0 percent. The difference shows that terms beyond (6) matter at this temperature. Neither model is an accurate helium cross section, but both put the effect at a few percent, larger than the heating in this example. As long as s is treated as constant, a third digit in μN therefore has no physical meaning here.

**Recoil, density and ions**

Recoil enters at the scale m/M = 0.014 percent. Multiple scattering is governed by the reduced wavelength over the free path, 1.21 nm/5.65 μm = 2×10⁻⁴. Both are negligible here.

Ions have a far larger cross section. In a Coulomb orbit tan(χ/2) = b₀/b, where b is the impact parameter and b₀ gives a right-angle deflection. Then 1 − cos χ = 2/(1 + b²/b₀²). Cutting off at the electron screening length Lb₀,

s_ion = 2π ∫ b(1 − cos χ) db = 2πb₀² ln(1 + L²).

At electron energy kT, b₀ = e²/(8πε₀kT) = 27.9 nm. A swarm of 10⁶ electrons per cm³, pessimistically given an equal ion density, has s_ion = 1.0×10⁻¹³ m². This is an upper estimate: the screening length, 1.2 mm, is about 200 free paths, and a cutoff at the free path would halve s_ion and the rate quoted next. Yet ions are so rare that their collision rate is 6×10⁻⁷ of the atomic rate. At electron energy kT it reaches 1 percent at an ion density of 3×10¹⁰ cm⁻³ for this gas density. Averaged over the thermal distribution, the ions then lower the mobility by about 1.6 percent, because they deflect the slower electrons more strongly. Electron-electron collisions at an equal electron density would lower it further. In the swarm of 10⁶ electrons per cm³, electron-electron collisions have a rate of similar order to that with the ions. This is far below 2m/M = 2.7×10⁻⁴ of the atomic rate, the scale of energy exchange with the atoms, so they do not reshape f₀ here. Space charge sets a much lower limit on the density than collisions do. Without ions, a sphere of radius 1 cm at 10⁶ electrons per cm³ has an edge field of 0.6 V/cm, larger than the applied 0.161 V/cm. With ions, the dielectric relaxation time ε₀/(neμ) = 7 μs, with n the electron density, is short against the 79 μs needed to drift 1 cm, so the cloud screens the applied field. For such a sphere the space-charge field stays below 1 percent of the applied field only for densities under about 3×10³ cm⁻³.

**Drift tubes and processing reactors**

The example resembles a weak-field drift tube; its 0.005 Td is far below the fields that sustain a processing discharge, which are typically above 1 Td. The first assumption to fail there is thermal equilibrium with the gas. At 1 Td, with s and T held fixed, h = 0.0150 × 200² ≈ 600, and (5) gives μ(h)/μ(0) ≈ 0.218; integration of (3) gives 0.215. Then μN is about 5.4×10²⁴ per V m s, before the energy dependence of s is included; the larger helium cross section at these energies lowers it by roughly a further tenth. Here δ = 0.70, but heating flattens f₀ and reduces the anisotropy: with (3), f₁/f₀ = δx/(x + h), which is about 0.04 at x = √(2h). Dropping the higher angular terms is therefore still justified. At higher fields excitation and ionization also enter, and (3) no longer applies. In a late afterglow the thermal value can return once the electrons have cooled, provided the remaining field is weak and the ion density is well below the Coulomb limit for that pressure. For the drift tube above, the constant 2.5×10²⁵ per V m s is adequate to a few percent, provided the swarm is dilute enough that space charge leaves the local E/N near 0.005 Td. The numerical output lists the main values for this example.

Calculated quantities

```
Cross section: 5.50e-20 m^2
Gas temperature: 300 K
Thermal energy kT: 0.02585 eV
Mean thermal speed: 1.0760e+05 m/s
Reduced mobility, formula: 2.5226e+25 1/(V m s)
Reduced mobility, random flights: 2.519e+25 1/(V m s)
Quick estimate e/(m s <v>): 2.972e+25 1/(V m s)
Quick estimate / formula: 1.1781
Reduced mobility at 400 K: 2.185e+25 1/(V m s)
Pressure: 100 Torr
Atom density: 3.2188e+24 m^-3
Mobility: 7.8370e+04 cm^2/(V s)
Reduced field: 0.005 Td
Field: 0.1609 V/cm
Drift speed, no heating: 126.1 m/s
Simulation test, mass ratio: 100, h: 1.0
Simulated mean energy: 2.108 kT
Predicted mean energy: 2.100 kT
Simulated drift: 0.1046 sqrt(kT/m)
Predicted drift: 0.1042 sqrt(kT/m)
Mass ratio M/m for helium: 7296.3
Heating parameter h: 0.01504
Mobility loss by heating: 0.848 percent
Same, first-order formula: 0.923 percent
Mean energy with heating: 1.5147 kT
E/N for 10 percent mobility loss: 0.0224 Td
Polarizability, rough input: 1.4 a.u.
Wave number at energy kT: 0.04359 a.u.
Scattering length fitted to s at kT: 1.1759 a.u.
Hard-core radius of the model: 1.5006 a.u.
Slope of s/(4 pi), phase shifts: 4.102 a.u.
Slope of s/(4 pi), formula: 4.137 a.u.
Model s at energy kT: 5.384e-20 m^2
Mobility change, linear s(k): -3.39 percent
Mobility change, model s(k): -2.02 percent
Recoil scale m/M: 0.0137 percent
Mean free path: 5.649 um
Reduced wavelength at kT: 1.214 nm
Wavelength / free path: 2.15e-04
Electron and ion density: 1.0e+06 cm^-3
Right-angle impact parameter: 27.85 nm
Coulomb cross section: 1.040e-13 m^2
Ion / atom collision rate: 5.87e-07
Ion density for 1 percent rate: 3.33e+10 cm^-3
```
